\section*{Lifetime linewidth and hyperfine splitting of the phosphorus-bound exciton in silicon}

\section*{Question}

I am stuck on a short exercise about phosphorus donors in silicon. An exciton bound to a neutral donor has a lifetime of 272 ns. I am asked to convert this into a linewidth near 2.4 neV, and to show that the width is about 200 times smaller than the donor's hyperfine splitting of 117.5 MHz.

My first attempt was $\Delta E=h/\tau$, which gives 15.2 neV and a ratio of only 32. My second was $\Delta E\,\Delta t=\hbar/2$, which gives 1.21 neV and a ratio near 400. The requested answer lies between the two, and I do not want to choose a factor of $2\pi$ or 2 just because it fits.

Two further points bother me. I have read that this exciton decays mostly by the Auger process, without emitting a photon. Should the width of the \emph{light} not then follow from the much slower radiative rate? And does a ratio of 200 mean that I would see two separate lines in an ordinary silicon crystal?

\section*{Answer}

The factors are fixed once you say which width is meant and what the lifetime measures. Here $\tau$ is the time in which the \emph{population} of bound excitons falls to $1/e$, with all decay channels acting. The linewidth is the full width at half maximum (FWHM) of the spectrum. I first assume that nothing but this decay broadens the line, and that the donor left behind is long-lived. In silicon this means the no-phonon line; a phonon-assisted line is broadened further by the finite lifetime of the emitted phonon.

\subsection*{From the decay to the line shape}

Let $c_e(t)$ be the amplitude of the exciton state and $c_k(t)$ that of a final state $k$. Some final states contain a photon; others contain an Auger electron. Let $\omega_0$ be the transition frequency, $\omega_k$ the frequency of final state $k$ on the same scale, and $g_k$ the coupling divided by $\hbar$. With the free oscillations removed, the Schr\"odinger equation reads
\begin{align}
\dot c_e&=-i\sum_k g_k^*\,e^{-i(\omega_k-\omega_0)t}\,c_k,\\
\dot c_k&=-i\,g_k\,e^{i(\omega_k-\omega_0)t}\,c_e .
\end{align}
At $t=0$ the exciton is present, so $c_e=1$ and $c_k=0$. Integrating the second equation and inserting it in the first gives
\begin{equation}
\dot c_e(t)=-\sum_k|g_k|^2\int_0^t e^{-i(\omega_k-\omega_0)(t-t')}c_e(t')\,dt' .
\end{equation}
Suppose each channel $j$ is a broad continuum with constant coupling $g_j$ and constant density $\rho_j$ of states per unit angular frequency. The sum over its states then becomes
\begin{equation}
|g_j|^2\rho_j\int_{-\infty}^{\infty}e^{-i(\omega-\omega_0)(t-t')}\,d\omega
=2\pi\rho_j|g_j|^2\,\delta(t-t').
\end{equation}
The delta function sits at the end of the time integral, so half of it counts:
\begin{equation}
\dot c_e=-\Big(\sum_j\pi\rho_j|g_j|^2\Big)c_e .
\end{equation}
The population $|c_e|^2$ decays at twice the amplitude rate. Hence
\begin{equation}
\frac1\tau=\sum_j2\pi\rho_j|g_j|^2
=\frac1{\tau_{\rm rad}}+\frac1{\tau_{\rm Auger}},
\qquad c_e(t)=e^{-t/2\tau}.
\label{eq:rates}
\end{equation}
The 2 in the exponent is there because a probability is the square of an amplitude.

Now look at the photon states. Long after the decay, integration of the equation for $c_k$ gives
\begin{equation}
c_k(\infty)=-ig_k\int_0^\infty e^{i(\omega_k-\omega_0)t-t/2\tau}\,dt
=\frac{-ig_k}{1/(2\tau)-i(\omega_k-\omega_0)} ,
\end{equation}
and therefore
\begin{equation}
|c_k(\infty)|^2=\frac{|g_k|^2}{(\omega_k-\omega_0)^2+1/(4\tau^2)} .
\end{equation}
This is a Lorentzian. It falls to half its peak where $|\omega_k-\omega_0|=1/(2\tau)$. The two half-maximum points are $1/\tau$ apart, so
\begin{equation}
\Delta\omega=\frac1\tau,\qquad
\Gamma=\hbar\,\Delta\omega=\frac{\hbar}{\tau},\qquad
\Delta\nu=\frac{\Delta\omega}{2\pi}=\frac1{2\pi\tau}.
\label{eq:width}
\end{equation}

Both of your attempts can now be placed. The quantity $h/\tau$ treats $1/\tau$ as an ordinary frequency, although it is an angular one, and is too large by $2\pi$. The quantity $\hbar/(2\tau)$ is the half width at half maximum. The relation $\Delta E\,\Delta t\ge\hbar/2$ is an inequality, and it does not define an FWHM.

\subsection*{Why Auger decay broadens the light}

The coupling to photons, $g_k$, stands in the numerator. For a given total lifetime, it sets how much light is emitted. The width comes from $c_e(t)$, which decays at the total rate in \eqref{eq:rates}. Auger decay cuts short the time during which the exciton can radiate, including for those excitons that do emit a photon. The radiative rate alone would give a width that is too small.

This can be tested without assuming exponential decay. Take one level coupled to two continua, with 20\,\% of the golden-rule decay rate going to photons and 80\,\% to the Auger channel. Each continuum has 801 equally spaced states in a band 40 units wide, where one unit is the total golden-rule width and $\hbar=1$. Diagonalizing this Hamiltonian gives a photon FWHM of 1.0168 and a population decay rate of 1.0179. Their quotient is 0.9990, whereas a width set by the radiative rate would have been near 0.2. The 20\,\% is a convenient model value, not the share in silicon; with two identical bands it fixes the amount of light and leaves the line shape unchanged.

Both numbers exceed 1 by nearly 2\,\% because the band is finite. For a band of width $W$ in these units, the real part of the level's self-energy near the band centre is
\begin{equation}
\frac1{2\pi}\ln\frac{W/2+E}{W/2-E}\simeq\frac{2E}{\pi W}.
\end{equation}
The resonance denominator $E+i/2$ thus becomes $E(1-2/\pi W)+i/2$. Width and decay rate are both multiplied by $1/(1-2/\pi W)=1.016$ for $W=40$, and to this order their quotient is unaffected. The rate 1.0179 was fitted between $t=1$ and $t=3$. The sharp band edges add a small non-exponential ripple, so the fitted rate moves by several parts in a thousand when the time window is changed.

\subsection*{The hyperfine splitting}

The neutral donor has one bound electron with spin $S=1/2$ and a phosphorus nucleus with spin $I=1/2$. With dimensionless spin operators and $A=117.5$ MHz, the zero-field Hamiltonian is
\begin{equation}
\frac{H}{h}=A\,\mathbf S\cdot\mathbf I .
\end{equation}
Let $\mathbf F=\mathbf S+\mathbf I$. Squaring gives $\mathbf F^2=\mathbf S^2+\mathbf I^2+2\,\mathbf S\cdot\mathbf I$, and so
\begin{equation}
\mathbf S\cdot\mathbf I=\tfrac12\left[F(F+1)-\tfrac34-\tfrac34\right]
=\begin{cases}+\tfrac14,&F=1,\\[2pt]-\tfrac34,&F=0.\end{cases}
\end{equation}
The triplet lies at $A/4=29.375$ MHz and the singlet at $-3A/4=-88.125$ MHz. Their separation is $A$.

For an optical line you also need the upper state. In the bound exciton the two electrons form a spin singlet, so their contact interaction with the nucleus cancels. I neglect the hyperfine coupling of the hole. The upper level, at energy $E_X$, is then unsplit, and the photon energies are
\begin{equation}
E_X-\tfrac14hA\quad\text{(triplet)},\qquad
E_X+\tfrac34hA\quad\text{(singlet)}.
\end{equation}
At zero field the optical lines are also separated by $hA$.

\subsection*{The numbers}

With $\hbar=6.5821\times10^{-16}$ eV\,s, equation \eqref{eq:width} gives
\begin{align}
\Gamma&=\frac{6.5821\times10^{-16}\ \text{eV\,s}}{272\times10^{-9}\ \text{s}}
=2.42\times10^{-9}\ \text{eV}=2.42\ \text{neV},\\
\Delta\nu&=\frac1{2\pi\,(272\times10^{-9}\ \text{s})}=0.585\ \text{MHz}.
\end{align}
An interval of 1 MHz corresponds to 4.1357 neV, so
\begin{equation}
hA=117.5\times4.1357\ \text{neV}=485.9\ \text{neV}.
\end{equation}
The ratio is
\begin{equation}
R=\frac{hA}{\Gamma}=\frac{hA\,\tau}{\hbar}=2\pi A\tau
=\frac{485.9}{2.420}=200.8 .
\end{equation}

The ratio also has a meaning in time. A superposition of the two hyperfine levels gains a relative phase $2\pi At$. In one exciton lifetime this is about 201 radians, or $A\tau=32$ full cycles. Your 32 was the number of cycles; the ratio of splitting to FWHM is the phase in radians.

If lifetime broadening were all there was, the lines would be very well separated. Halfway between them the detuning from each is $R$ half-widths, so each Lorentzian has dropped to $1/(1+R^2)\approx2.5\times10^{-5}$ of its peak.

\subsection*{A second case: high magnetic field}

The ratio changes when the electron Zeeman energy is much larger than $hA$. The projections $m_S$ and $m_I$ are then good quantum numbers to leading order. With $\gamma_e$ and $\gamma_n$ the electron and nuclear Zeeman frequencies per tesla, the donor levels are
\begin{equation}
\frac{E_D}{h}=\gamma_eB\,m_S+A\,m_Sm_I-\gamma_nB\,m_I .
\end{equation}
The exciton level contains the same nuclear term $-\gamma_nB\,m_I$. For a transition that leaves the nuclear spin unchanged, this term cancels in the photon energy. With $m_S$ and the hole state held fixed, the lines for $m_I=\pm1/2$ differ by
\begin{equation}
A\,|m_S|\left[\tfrac12-\left(-\tfrac12\right)\right]=\frac A2=58.75\ \text{MHz}.
\end{equation}

Diagonalizing the full spin Hamiltonian at 1 T, with $\gamma_n=17.2$ MHz/T, gives 58.63 MHz for $m_S=+\frac12$. The small deficit is a second-order effect. The states $(m_S,m_I)=(+\frac12,-\frac12)$ and $(-\frac12,+\frac12)$ are coupled by $A/2$ and lie about 28 GHz apart. The upper one is pushed up by $(58.75)^2/28000\approx0.12$ MHz, towards its partner $(+\frac12,+\frac12)$. The lower one is pushed down by the same amount, away from its partner $(-\frac12,-\frac12)$, so for $m_S=-\frac12$ the splitting is 58.87 MHz. In both cases it is now about 100 natural widths. The factor of 200 therefore belongs to zero field, or to $A$ itself; the high-field optical doublet has half of it.

\subsection*{What else broadens or shifts the line}

The value 2.42 neV is a lower limit for the width in an ordinary spectrum, taken without selecting photons by their time of emission. The following estimates, which are not a complete list, show how easily it is exceeded.

\paragraph{Dephasing.} If random phase kicks reduce the optical coherence by a further factor $e^{-t/T_\phi}$, its decay rate becomes $1/(2\tau)+1/T_\phi$. The FWHM in angular frequency is twice the coherence decay rate:
\begin{equation}
\Delta\omega=\frac1\tau+\frac2{T_\phi}.
\end{equation}
The width doubles when $T_\phi=2\tau=544$ ns. Scattering by phonons can enter in this way; I have not estimated its rate.

\paragraph{The Earth's field.} In the triplet, the electron carries half of the total spin projection, so a weak field shifts the levels by $g\mu_BB\,m_F/2$, apart from the far smaller nuclear term. From $m_F=-1$ to $m_F=+1$ the spread is $g\mu_BB$. With $g=2$ and a rough 50 $\mu$T this is about 5.8 neV, more than twice the natural width. A uniform field splits the line and does not smear it, but an instrument that cannot resolve the components records a broader line. The hole level splits as well, which I have left out.

\paragraph{Strain.} Take a rough deformation potential of 5 eV. The strain that moves the line by one natural width is
\begin{equation}
\epsilon=\frac{2.42\times10^{-9}\ \text{eV}}{5\ \text{eV}}=4.8\times10^{-10}.
\end{equation}
Uniform hydrostatic strain shifts the line. Uniform uniaxial strain can also split it, because it splits the hole level of the exciton. Strain that varies by this amount among the donors broadens the line.

\paragraph{Mass disorder.} Natural silicon contains atoms of mass number 28, 29 and 30, in rough fractions 0.92, 0.05 and 0.03. The band gap depends slightly on atomic mass, and each exciton samples a different random arrangement. Let $p_i$ be the exciton's weight on site $i$ and $\delta m_i$ the deviation of that atom's mass from the mean. To first order, and with one common envelope assumed for the electrons and the hole,
\begin{equation}
\delta E=\frac{dE}{dM}\sum_ip_i\,\delta m_i,\qquad
\sigma_E^2=\left(\frac{dE}{dM}\right)^2\sigma_m^2\sum_ip_i^2 ,
\end{equation}
because the masses on different sites are independent. Counting mass from 28 u, the variance is
\begin{equation}
\sigma_m^2=(0.05\cdot1^2+0.03\cdot2^2)-(0.05\cdot1+0.03\cdot2)^2=0.1579\ \text{u}^2 .
\end{equation}
For a hydrogenic envelope $|\psi|^2=e^{-2r/a}/(\pi a^3)$ and volume $v$ per atom, $p_i=v|\psi(\mathbf r_i)|^2$. Replacing the sum by an integral gives
\begin{equation}
\sum_ip_i^2\simeq v\int|\psi|^4\,d^3r
=\frac{4\pi v}{\pi^2a^6}\int_0^\infty r^2e^{-4r/a}\,dr
=\frac{4v}{\pi a^6}\cdot\frac{2a^3}{64}=\frac{v}{8\pi a^3}.
\end{equation}
With a lattice constant of 0.543 nm, $v=(0.543\ \text{nm})^3/8$. A rough radius $a=2.5$ nm then gives $8\pi a^3/v=1.96\times10^4$ effective atoms. A direct sum over the diamond lattice, with the donor's own site included, agrees with the integral to 0.04\,\%. Leaving out that site, which holds phosphorus, lowers the sum by only about 0.3\,\%. For a rough gap shift of 1 meV/u,
\begin{equation}
\sigma_E=10^6\ \text{neV/u}\times\sqrt{\frac{0.1579\ \text{u}^2}{1.96\times10^4}}
\approx2.8\times10^3\ \text{neV}.
\end{equation}
Many independent atoms contribute, so the distribution is close to Gaussian. Its FWHM is $2\sqrt{2\ln2}\,\sigma_E\approx6.7\times10^3$ neV.

\subsection*{Would you see two lines in ordinary silicon?}

By this estimate, no. Mass disorder gives a width about 14 times the hyperfine splitting and about 2800 times the natural width. The inputs are rough, but an error of a factor of two or three in either the radius or the gap shift alone would not reverse the conclusion. The assumption that fails in a real crystal is that all donors have the same transition energy. How uniform must the masses be? In silicon-28 with a small fraction $f$ of silicon-29 left, $\sigma_m^2\approx f\ \text{u}^2$. The same formula then gives $\sigma_E\approx226$ neV for $f=10^{-3}$. The Gaussian FWHM, about 530 neV, is only slightly above the splitting, so with these rough inputs the case is borderline. For $f=10^{-4}$ it gives $\sigma_E\approx71$ neV. Only about two silicon-29 atoms then lie among the effective atoms, so the line is skewed rather than Gaussian, and its FWHM is smaller than $2\sqrt{2\ln2}\,\sigma_E\approx170$ neV. At the lower fraction the doublet can be resolved if the other broadenings also stay well below 486 neV. That is a much weaker demand than reaching 2.42 neV.

A thermal energy above the splitting does not by itself merge the lines. At 4.2 K, $kT=3.62\times10^5$ neV, far above $hA$. In thermal equilibrium the fraction of donors in the triplet is
\begin{equation}
\frac{3e^{-hA/kT}}{1+3e^{-hA/kT}}=0.7497,
\end{equation}
very near the value $3/4$ set by counting states. Both hyperfine levels are thus occupied and can absorb light. The thermal energy sets these populations; it is not itself a linewidth. Heating can still broaden the lines, and in the end merge them, if phonons make $T_\phi$ short enough. The main computed values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Input lifetime: 272 ns
Input hyperfine splitting: 117.5 MHz
hbar: 6.5821e-16 eV s
Total decay rate 1/tau: 3.676e+06 1/s
Natural FWHM hbar/tau: 2.420 neV
Natural FWHM in frequency: 0.5851 MHz
Half width hbar/(2 tau): 1.210 neV
Wrong width h/tau: 15.20 neV
Energy of 1 MHz: 4.1357 neV
Hyperfine splitting: 485.9 neV
Splitting / natural FWHM: 200.8
Two-channel model, photon share: 0.20
Model photon FWHM: 1.0168 model units
Model population decay rate: 1.0179 model units
Model FWHM * lifetime / hbar: 0.9990
Triplet level, zero field: 29.375 MHz
Singlet level, zero field: -88.125 MHz
High field used: 1.0 T
Optical splitting in high field: 58.63 MHz
That splitting / natural FWHM: 100.2
Dephasing time that doubles FWHM: 544 ns
FWHM factor at that time: 2.0000
Earth field (rough): 50 uT
Triplet spread in Earth field: 5.78 neV
Deformation potential (rough): 5 eV
Strain shifting line by one FWHM: 4.8e-10
Envelope radius (rough): 2.5 nm
Gap shift per mass unit (rough): 1 meV/u
Isotope fractions 28, 29, 30 (rough): 0.92 0.05 0.03
Mass variance: 0.1579 u^2
Effective number of atoms: 1.96e+04
Lattice sum * effective number: 1.0004
Mass-disorder rms spread: 2.8e+03 neV
Mass-disorder FWHM (Gaussian): 6.7e+03 neV
Disorder FWHM / hyperfine: 14
Disorder FWHM / natural FWHM: 2.8e+03
Temperature: 4.2 K
Thermal energy kT: 3.62e+05 neV
Triplet population fraction: 0.7497
\end{verbatim}
